# How a 5 K Hot Spot Changes Growth per Cycle

Two simple ways of judging a hot spot in atomic layer deposition both fail when the precursor partly decomposes. If growth is taken to be self-limited, a surface 5 K too hot should make no difference. If growth is taken to follow the decomposition rate, an activation energy of 1.5 eV at 600 K predicts a film 27 percent too thick. With decomposition supplying a tenth of the growth, the answer lies near 3 percent, and finding it requires weighting the two contributions correctly.

## The estimate on the back of an envelope

Let $T=600$ K be the intended surface temperature, $\Delta T=5$ K the local excess, and $E=1.50$ eV the activation energy of decomposition. The thermal energy is $k_BT=0.0517$ eV, so

$$\frac{E}{k_BT}=\frac{1.50}{0.0517}=29.0 .$$

An activated rate $e^{-E/k_BT}$ has the logarithmic derivative $E/(k_BT^2)$ with respect to $T$. A small step therefore changes it by the fraction

$$u=\frac{E}{k_BT}\frac{\Delta T}{T}=29.0\times\frac{5}{600}=0.242 .$$

Only a tenth of the growth responds, so the total rises by about $0.10\times0.242=2.4$ percent. An exponential curves upward, so the true value is somewhat larger: roughly 3 percent.

This leaves three things to settle: why the rate has this exponential form, how much the curvature adds, and when the two kinds of growth may simply be added.

## The controlled result

The algebra uses atomic units, with temperature expressed as the energy $\tau=k_BT$. The results depend on the ratio $E/\tau$, so both energies may be inserted in eV.

Write the growth per cycle as

$$G=G_s+G_d,\qquad f=\frac{G_d}{G},$$

where $G_s$ is the self-limited part, $G_d$ the part due to decomposition, and $f=0.10$ its share of the **total** at 600 K. For now, $G_s$ is constant over the 5 K step, and dose time and precursor pressure just above the surface are the same on and off the hot spot. Decomposition is limited by its own kinetics, not by precursor supply.

### Why the rate is exponential

Model an adsorbed precursor as $s$ classical oscillators that exchange energy rapidly with the surface. It reacts when one particular oscillator, the bond to be broken, holds at least $E$.

The number of ways to divide a total energy $\varepsilon$ among $s$ classical oscillators is proportional to $\varepsilon^{s-1}$. If $E$ is reserved for the critical oscillator, the remaining $\varepsilon-E$ can be divided in a number of ways proportional to $(\varepsilon-E)^{s-1}$, with the same constant. The reactive fraction at energy $\varepsilon\ge E$ is therefore $[(\varepsilon-E)/\varepsilon]^{s-1}$.

The thermal population is $\varepsilon^{s-1}e^{-\varepsilon/\tau}$ divided by its integral $\Gamma(s)\tau^s$. Averaging the reactive fraction over it cancels the factor $\varepsilon^{s-1}$:

$$\int_E^\infty \frac{(\varepsilon-E)^{s-1}e^{-\varepsilon/\tau}}{\Gamma(s)\tau^s}\,d\varepsilon
=e^{-E/\tau}\int_0^\infty\frac{y^{s-1}e^{-y/\tau}}{\Gamma(s)\tau^s}\,dy=e^{-E/\tau}.$$

The substitution was $y=\varepsilon-E$, and the last integral is the normalization. The number of oscillators has dropped out. Multiplied by an attempt frequency, taken here as independent of temperature, this is the Arrhenius rate.

### The ratio of rates and the total growth

The ratio of the hot rate to the cold rate is

$$R=\exp\left[\frac{E}{k_BT}-\frac{E}{k_B(T+\Delta T)}\right]
=\exp\left[\frac{E\,\Delta T}{k_BT(T+\Delta T)}\right],$$

after the two fractions are put over a common denominator. The exponent is $29.01\times5/605=0.2398$, so $R=1.271$.

On the hot spot the growth is $G_s+RG_d$. Subtracting $G_s+G_d$ and dividing by $G$ gives

$$F\equiv\frac{\Delta G}{G}=\frac{(R-1)G_d}{G}=f(R-1)=0.10\times0.271=2.71\ \text{percent}.$$

The limits are as they should be: $f=0$ gives no change and $f=1$ gives the full 27 percent.

The meaning of "10 percent" matters. If decomposition equals 10 percent of the self-limited part, then $G_d=0.1G_s$ and $f=0.1/1.1=1/11$. The increase is then 2.46 percent.

### What the straight-line estimate misses

Let $\delta=\Delta T/T$. The exponent of $R$ is $u/(1+\delta)=u-u\delta+\dots$. Both $u$ and $\delta$ are proportional to $\Delta T$, so expanding the exponential to second order in $\Delta T$ gives

$$R-1=u+\frac{u^2}{2}-u\delta+O(\Delta T^3).$$

The three terms are $0.2418+0.0292-0.0020=0.2690$. Multiplied by $f$, they give 2.69 percent, against 2.42 percent from the first term alone. Most of the gap comes from $u^2/2$: the step is small compared with $T$, but $E/k_BT$ is large, so $u$ is not very small.

The expansion also describes a cold spot. For $-5$ K, both $u$ and $\delta$ change sign, and the second-order terms keep theirs:

$$R-1\approx-0.2418+0.0292-0.0020=-0.2146 .$$

The growth falls by about 2.1 percent at this order, less than it rises on the hot spot. If equal areas are 5 K too hot and 5 K too cold, the linear terms cancel in the average, and $f(u^2/2-u\delta)=0.10\times0.0272$, or about 0.3 percent, remains. The correct mean temperature therefore does not guarantee the correct mean thickness.

### The activation energy of the total growth

A plot of $\ln G$ against $1/\tau$ has a slope that defines an apparent activation energy. Since $dG_d/d(1/\tau)=-EG_d$ and $G_s$ is constant,

$$E_{\rm app}=-\frac{d\ln G}{d(1/\tau)}=\frac{EG_d}{G}=fE=0.15\ \text{eV}.$$

This small value is not the barrier of a reaction. It is the decomposition barrier diluted by growth that does not respond. It also changes with temperature, because on the hot spot the decomposition share has risen to $fR/(1+F)=0.1271/1.0271=12.4$ percent.

## When the two parts may be added

The sum $G_s+G_d$ assumes that decomposition does not disturb saturation. A model of the precursor dose shows when this is justified.

Let $\theta$ be the fraction of surface sites holding intact adsorbed precursor. Empty sites fill at rate $a$. Adsorbed precursor decomposes at rate $b$, leaves its metal in the film and reopens the site. The following water pulse restores all sites, so each dose starts with $\theta=0$:

$$\frac{d\theta}{dt}=a(1-\theta)-b\theta .$$

Setting the derivative to zero gives the steady coverage $\theta_s=a/(a+b)$. The deviation from it decays at rate $a+b$, so

$$\theta(t)=\theta_s\left[1-e^{-(a+b)t}\right].$$

For a dose of length $t_0$, define $A=at_0$ and $x=bt_0$, so that $\theta_s=A/(A+x)$. The metal taken up, in units of one saturated layer, is the integral of the filling rate:

$$U=\int_0^{t_0}a(1-\theta)\,dt
=A-A\theta_s+\frac{A\theta_s}{A+x}\left(1-e^{-A-x}\right).$$

Since $A(1-\theta_s)=Ax/(A+x)$ and $A/(A+x)=\theta_s$, this is

$$U=\frac{Ax}{A+x}+\theta_s^2\left(1-e^{-A-x}\right).$$

At constant film density, $U$ is proportional to the growth per cycle.

**Fast refilling.** For $A\gg1$ and $A\gg x$, $U\to x+1$. The one is the saturated layer and $x$ is the decomposition growth, proportional to the activated rate $b$. This is the additive model.

**Slow refilling.** For $x\to\infty$ at fixed $A$, $U\to A$. Every site is empty almost as soon as it is filled, and supply sets the growth. Faster decomposition then adds nothing, and the formula for $F$ fails.

### The first correction

For large $A$ the exponential can be dropped. The amount decomposed during the dose is

$$D=\int_0^{t_0}b\theta\,dt=\theta_s y,\qquad y=x\left(1-\frac{1}{A+x}\right).$$

The layer still adsorbed at the end contains $\theta_s$, so $U=\theta_s(1+y)$. The decomposition share is $f=D/U=y/(1+y)$, hence $y=f/(1-f)$.

Now replace $x$ by $Rx$ with $A$ held fixed. To first order in $1/A$, the bracket in $y$ is $1-1/A$ in both cases, so $y$ becomes $Ry$ and

$$\frac{1+Ry}{1+y}=1+\frac{y}{1+y}(R-1)=1+F .$$

The coverage changes by the factor

$$\frac{A+x}{A+Rx}=1-\frac{(R-1)x}{A}+O(A^{-2}).$$

In this small term, $x$ may be replaced by its leading value $f/(1-f)$, so $(R-1)x=F/(1-f)$. Multiplying the two factors and subtracting one gives

$$\frac{\Delta U}{U}=F\left[1-\frac{1+F}{A(1-f)}\right]+O(A^{-2}).$$

The correction is negative because faster decomposition leaves more sites waiting to be refilled.

## Numbers for lanthanum oxide

To size $A$, consider lanthanum oxide grown from tris(isopropylcyclopentadienyl)lanthanum and water. The precursor mass and the metal density of the film enter the calculation.

For gas of number density $n=p/\tau$ and molecular mass $m$, the rate of impacts per area follows from the Maxwell distribution of the velocity $v$ toward the surface:

$$J=n\int_0^\infty v\sqrt{\frac{m}{2\pi\tau}}\,e^{-mv^2/2\tau}dv
=n\sqrt{\frac{\tau}{2\pi m}}=\frac{p}{\sqrt{2\pi m\tau}} .$$

The integral of $v\,e^{-mv^2/2\tau}$ is $\tau/m$. With a precursor pressure of 0.01 Torr, a molar mass of 460 g/mol and gas at 600 K, $J=6.68\times10^3$ impacts per nm² per second.

A total growth of 0.100 nm per cycle divides into 0.090 nm self-limited and 0.010 nm from decomposition. A density of 6.5 g/cm³ for La₂O₃, with two La atoms per formula unit, corresponds to 24.0 La atoms per nm³. One saturated layer thus contains $N=24.0\times0.090=2.16$ La atoms per nm². For sticking probability $\sigma=0.01$ on an empty site and a dose of 1 s,

$$A=\frac{\sigma Jt_0}{N}=\frac{0.01\times6683\times1}{2.16}=30.9 .$$

Refilling is fast but not infinitely fast. The correction factor is $1-1.0271/(30.9\times0.9)=0.963$, which lowers the increase from 2.71 to 2.61 percent.

In the additive model, the growth on the hot spot is $0.0900+0.0100\times1.271=0.1027$ nm per cycle, or 1.027 angstrom per cycle. After 200 cycles the film is 20.54 nm thick there and 20.00 nm elsewhere, a difference of 0.54 nm.

The dose time offers a remedy. At fixed temperature, $x=bt_0$ is proportional to the dose time. While $A$ remains large, halving the dose therefore changes $x$ from about 1/9 to 1/18, and the share $f=x/(1+x)$ from 1/10 to 1/19. The additive model then gives an increase of $0.271/19=1.4$ percent, and the site model with $A\approx15$ gives about 1.3 percent. The price is lower total growth and a smaller margin of saturation, since $A$ also halves.

## What can move the answer

The inputs matter first. With $f$ held at 10 percent, $E=1.3$ eV gives 2.31 percent and $E=1.7$ eV gives 3.12 percent. With $E$ held at 1.5 eV, shares of 8 and 12 percent give 2.17 and 3.25 percent.

The constancy of $G_s$ is also an assumption, and it may fail in a real process. Oxide surfaces tend to lose hydroxyl groups on heating, and these groups are where the precursor attaches. If $G_s$ alone changes by a fraction $\beta$ per kelvin, the total changes by a further $(1-f)\beta\Delta T$. (If the cause is a loss of sites, the site model loses decomposition growth as well, and the effect is slightly larger.) An assumed drift of $-0.10$ percent per kelvin gives

$$0.9\times(-0.10)\times5=-0.45\ \text{percentage points}.$$

The drift that would cancel the whole increase is $-2.71/(0.9\times5)=-0.60$ percent per kelvin. A small drift matters because it acts on nine tenths of the growth.

The attempt frequency may also depend on temperature. If it is proportional to $T$, $R$ is multiplied by $1+\delta$, which adds $fR\delta=0.10\times1.271\times5/600$, or 0.11 percentage points. This must not be added when $E$ is the measured slope of an Arrhenius plot, since that slope already includes the effect.

Taken together, the assumed drift, the prefactor and finite refilling change the estimate from 2.71 to about 2.3 percent.

For the real lanthanum process, the growth, pressure, dose time and density used here are rough typical values, and the sticking probability is a rough assumption. The 10 percent share and the 1.5 eV are chosen values, not measured properties of this precursor. A sticking probability ten times smaller would give $A\approx3$; the dose would then be incompletely saturated, and the large-$A$ correction should be replaced by the full expression for $U$. With the share still 10 percent and $N$ unchanged, the increase is then only about 1.6 percent. Because the layer no longer fills, the same 0.100 nm per cycle requires a larger $N$, about 2.4 per nm², which gives $A\approx2.8$ and about 1.5 percent. In this regime $A$ itself matters: if the gas above the hot spot takes its temperature at fixed pressure, $J$ falls as $T^{-1/2}$ and removes about another 0.1 percentage point. Lanthanum oxide also takes up water readily. Water retained from one pulse can react with the next precursor dose and add growth that the model omits. If this or any other effect changes the non-decomposition growth by $c$ percent over the 5 K, the total moves by $0.9c$ percentage points.

## Comparing the estimates

The envelope estimate gives 2.4 percent, and the full exponential raises it to 2.7 percent. Finite refilling takes back 0.1 percentage points, less than the curvature added. The assumed drift of the self-limited growth takes back 0.45, more than the curvature added. Further digits in the exponential are therefore of little use until that drift is known. "Roughly 3 percent" is a fair statement for constant self-limited growth; with the corrections assumed here, including a sticking probability near 0.01, 2 to 3 percent is the more useful range. With the same corrections, a sticking probability of 0.003 already brings the increase down to 2.0 percent, and slower refilling puts it below that range.
